\section*{Why specular reflectance cannot correct a pyrometer on a rough wafer}

\section*{Question}

I measure the temperature of an opaque silicon wafer in a deposition reactor with a pyrometer at 950 nm, looking nearly along the surface normal. A reflectometer at the same wavelength sends a beam down the same line and collects the mirror reflection. It gives a reflectance of 0.30. Since nothing is transmitted, I set the emissivity to $1-0.30=0.70$.

The side I look at is rough. An integrating sphere, which collects light reflected into all directions, gives 0.40 for the same wafer. A colleague says that the extra 0.10 is scattered light which never enters the pyrometer, so it cannot matter for the reading. Is that right? If not, in which direction is the temperature wrong, and by how much near 1000 K?

\section*{Answer}

The scattered light does matter. The emissivity is 0.60, and with 0.70 entered the pyrometer reads about 10 K low at 1000 K. Your colleague is right that the reflectometer's scattered light misses the detector, but that light serves to find out how much the wafer absorbs. What is scattered has not been absorbed, wherever it goes.

\subsection*{Which reflectance belongs in the emissivity}

Let $v$ be the line between wafer and pyrometer. Write $R_s$ for the fraction of light arriving along $v$ that returns into the reflectometer's collecting cone, and $R_d$ for the fraction reflected into all other directions. I call these the specular and diffuse parts. For an opaque wafer, energy conservation gives the absorptance
\begin{equation}
A(v)=1-R_s-R_d .
\end{equation}

To connect this with emission, describe the surface by its reflection function $f(\omega\to\omega')$: radiance $L$ arriving from direction $\omega$ within solid angle $d\omega$ adds $f(\omega\to\omega')\,L\cos\theta\,d\omega$ to the radiance leaving towards $\omega'$, with $\theta$ the angle of $\omega$ from the normal. The mirror reflection is a sharp peak of $f$. The total reflectance for light arriving along $v$ is
\begin{equation}
R_s+R_d=\int f(v\to\omega)\cos\theta\,d\omega .
\end{equation}

Now put the wafer in a black enclosure at its own temperature $T$. In equilibrium the radiance in every direction is the blackbody radiance $B(\lambda,T)$, including that leaving the wafer towards the pyrometer. It consists of emission and reflected enclosure radiation:
\begin{equation}
\varepsilon(v)B+B\int f(\omega\to v)\cos\theta\,d\omega=B .
\end{equation}
For an ordinary reciprocal surface, with polarization averaged over, $f(\omega\to v)=f(v\to\omega)$. The integral is then the total reflectance of the previous equation. Dividing by $B$ gives
\begin{equation}
\varepsilon=1-R_s-R_d,\qquad\text{so}\qquad 1-R_s=\varepsilon+R_d .
\label{eq:eps}
\end{equation}
The enclosure was needed for the derivation only. The emissivity is a property of the surface at its temperature, and it remains the same when the surroundings are cold.

Your setting is therefore too high by $R_d=0.10$. The specular value alone does not even fix the emissivity roughly: $R_s=0.30$ is compatible by energy conservation with any $\varepsilon$ from 0 to 0.70, depending on $R_d$. It suffices when $R_d$ is negligible or known separately.

\subsection*{A surface on which the light can be followed}

Take a surface with 60\,\% flat area and 40\,\% V-shaped grooves whose walls slope at $50^\circ$. Every facet reflects half of the light like a mirror, at any angle, and absorbs the rest. The facets are much larger than the wavelength, so diffraction is ignored.

Light arriving along the normal is returned by the flats straight into the reflectometer, which gives
\begin{equation}
R_s=0.6\times0.5=0.30 .
\end{equation}
In a groove, measure directions of travel from the upward vertical, positive to the right. A ray travelling at angle $\phi$ that meets a wall with normal at $\beta$ leaves at $2\beta+180^\circ-\phi$. The incoming ray has $\phi=180^\circ$ and the left wall has $\beta=50^\circ$, so the ray leaves at $100^\circ$, slightly downwards, and must hit the right wall. There $\beta=-50^\circ$, and it leaves at
\begin{equation}
-100^\circ+180^\circ-100^\circ=-20^\circ .
\end{equation}
The left wall leans $40^\circ$ from the vertical, so this steeper ray escapes. After two reflections a quarter of the light survives, and it leaves $20^\circ$ away from the normal, outside a narrow collecting cone:
\begin{equation}
R_d=0.4\times0.5^2=0.10,\qquad \varepsilon=1-0.30-0.10=0.60 .
\end{equation}

Now look at the emission. Along the normal a flat sends out $0.5B$. A groove wall also sends out $0.5B$ of its own, and it reflects half of the $0.5B$ coming from the opposite wall. The groove radiance is therefore $0.75B$, and the average is
\begin{equation}
0.6\times0.5B+0.4\times0.75B=0.60B .
\end{equation}
The emission agrees with $1-R_s-R_d$ and disagrees with $1-R_s=0.70$.

This was also tested by launching rays from the hot walls with cosine-law emission and collecting those that leave with a sideways direction component below 0.1. The groove emissivity came out as 0.7497 and that of the whole surface as 0.5999. That calculation used the reflectance of a single facet, but neither $R_s$ nor $R_d$.

\subsection*{From emissivity error to temperature error}

Assume for now that the surroundings are cold and reflect nothing back, and that the pyrometer is otherwise correctly calibrated. It receives $\varepsilon B(\lambda,T)$ and seeks the temperature $T_r$ at which its assumed emissivity explains this signal:
\begin{equation}
(\varepsilon+R_d)\,B(\lambda,T_r)=\varepsilon B(\lambda,T).
\label{eq:pyro}
\end{equation}
With $c_2=hc/k=0.014388$ m\,K, Planck's law reads
\begin{equation}
B(\lambda,T)=\frac{2hc^2}{\lambda^5}\,\frac{1}{e^{c_2/\lambda T}-1}.
\end{equation}
At 950 nm and 1000 K the exponent is 15.1, so the 1 in the denominator is negligible and $B\propto e^{-c_2/\lambda T}$, the Wien form. Inserting it in \eqref{eq:pyro} and taking logarithms,
\begin{align}
\ln(\varepsilon+R_d)-\frac{c_2}{\lambda T_r}&=\ln\varepsilon-\frac{c_2}{\lambda T},\\
\frac{1}{T_r}&=\frac1T+\frac{\lambda}{c_2}\ln\!\left(1+\frac{R_d}{\varepsilon}\right).
\label{eq:wien}
\end{align}
The logarithm is positive, hence $T_r<T$. Physically, a surface believed to emit better than it does needs a lower temperature to explain the same signal.

For your wafer, $\lambda/c_2=6.603\times10^{-5}$ K$^{-1}$ and $\ln(0.70/0.60)=0.15415$. Therefore
\begin{equation}
\frac1{T_r}=\left(1.000000+0.010178\right)\times10^{-3}\ \mathrm{K}^{-1},
\qquad T_r=989.92\ \mathrm{K}.
\end{equation}
The reading is 10.08 K below the true 1000 K. Solving \eqref{eq:pyro} with the full Planck law changes this by only $2\times10^{-6}$ K.

For quick estimates, put $a=(\lambda T/c_2)\ln(1+R_d/\varepsilon)$. Equation \eqref{eq:wien} becomes $T_r=T/(1+a)$, so
\begin{equation}
T_r-T=-\frac{aT}{1+a}\approx-\frac{\lambda T^2}{c_2}\,\frac{R_d}{\varepsilon}
\qquad (R_d\ll\varepsilon,\ a\ll1).
\label{eq:linear}
\end{equation}
This gives $-11.00$ K. Its size is an overestimate because $\ln(1+x)<x$ for $x>0$, which accounts for most of the difference here, and because the factor $1/(1+a)$ has been dropped. The estimate also supplies a tolerance: at these values of $\lambda$, $T$ and $\varepsilon$, keeping the error below 1 K requires $R_d$ below about 0.009.

With the true emissivity held at 0.60, the wavelength at 950 nm and the wafer at 1000 K, the full Planck law gives:
\begin{center}
\begin{tabular}{cc}
missed $R_d$ & reading error (K)\\
\hline
0.02 & $-2.16$\\
0.05 & $-5.26$\\
0.10 & $-10.08$\\
0.20 & $-18.64$
\end{tabular}
\end{center}
Two limits frame these values. For a perfectly smooth surface $R_d=0$, and the specular correction is right. For a surface that scatters all its reflected light outside the collecting cone, $R_s=0$; the reflectometer then suggests an emissivity of 1, and the correction disappears altogether.

If the pyrometer controls the heater, the error passes to the wafer. Holding the reading at 1000 K means $\varepsilon B(T)=(\varepsilon+R_d)B(1000\ \mathrm{K})$, so the logarithmic term is now subtracted:
\begin{equation}
\frac1T=(1.000000-0.010178)\times10^{-3}\ \mathrm{K}^{-1},\qquad T=1010.28\ \mathrm{K}.
\end{equation}
The wafer is 10.28 K too hot while the display looks perfect.

\subsection*{How rough is rough?}

Steep grooves are not required. Consider gentle random heights $z$ with a Gaussian distribution of rms value $\sigma$, and a local reflectance that is the same everywhere. At normal incidence a height $z$ changes the optical path by $2z$ and the phase by $qz$, with $q=4\pi/\lambda$. The mirror beam is the part of the reflected wave that adds up over the whole illuminated area, so its amplitude is multiplied by the average of $e^{iqz}$. Completing the square in the exponent,
\begin{align}
\left\langle e^{iqz}\right\rangle
&=\int_{-\infty}^{\infty}\frac{dz}{\sqrt{2\pi}\,\sigma}\,
e^{-z^2/2\sigma^2+iqz}\nonumber\\
&=e^{-q^2\sigma^2/2}\int_{-\infty}^{\infty}\frac{dz}{\sqrt{2\pi}\,\sigma}\,
e^{-(z-iq\sigma^2)^2/2\sigma^2}
=e^{-q^2\sigma^2/2}.
\end{align}
The last integral is 1, since its path can be shifted back to the real axis. The power in the mirror beam is the squared amplitude:
\begin{equation}
\frac{R_s}{R_s+R_d}=\exp\!\left[-\left(\frac{4\pi\sigma}{\lambda}\right)^2\right].
\label{eq:rough}
\end{equation}

Your ratio is $0.30/0.40=0.75$. Solving for the roughness,
\begin{equation}
\sigma=\frac{\lambda}{4\pi}\sqrt{-\ln0.75}=40.5\ \mathrm{nm}.
\end{equation}
A simulated random profile with this rms height, about half a million points long, kept a fraction 0.7500 in the mirror beam. In this model, then, a roughness of about 4\,\% of the wavelength is enough for the 10 K error, provided that the total reflectance is 0.40 and that all the scattered light misses the collecting cone. A cone of finite width catches part of the scattered light, so within the model 40.5 nm is a lower bound on the roughness behind your ratio of 0.75.

The lateral scale matters too, because the scattered light must miss the collecting cone. A height ripple of period $\Lambda$ acts as a grating and sends its first order to $\sin\theta=\lambda/\Lambda$. This order exists only for $\Lambda>\lambda$; finer ripples send no light into it, and the roughness estimate above does not apply to them. For periods only slightly above $\lambda$ the estimate is rough, and the mirror share can depend noticeably on polarization; it becomes reliable for gentle ripples several wavelengths long. For a cone of half-angle $10^\circ$, ripples with periods between 0.95 and about 5.5 $\mu$m scatter outside it. Longer ripples send their first order into the cone, where it is counted as specular, which here is an advantage; their weaker higher orders can still fall outside. A random surface mixes many periods, so only part of its scattered light is missed, and that part shrinks as the lateral scale grows to several micrometres.

\subsection*{What to do instead}

Use your integrating-sphere value: $1-0.40=0.60$. When the traced emission of the grooved surface is interpreted with this value, the result is 999.99 K; with 0.70 it is 989.91 K. The sphere measurement must apply to the pyrometer's wavelength and viewing direction, and to the surface as it is at process temperature. A room-temperature value is a substitute whose drift on heating has to be known.

A somewhat wider reflectometer cone may help little. If the 0.10 were scattered with equal radiance in all directions, a cone of half-angle $\theta_c$ would catch the fraction
\begin{equation}
\int_0^{\theta_c}2\cos\theta\sin\theta\,d\theta=\sin^2\theta_c ,
\end{equation}
which is 0.030 at $10^\circ$. The reading would rise only to 990.20 K. Scattering concentrated near the mirror direction would be recovered better.

Another way is to calibrate the ratio $R_d/R_s$ once and scale the specular signal. By \eqref{eq:rough} this ratio depends only on $\sigma/\lambda$ in the gentle-roughness model with a very narrow cone, and on the lateral scale of the roughness as well for a wider cone. It does not depend on the local reflectance, so it survives a uniform change of local reflectance. It fails as soon as growth changes the roughness, or when a transparent film grows with uneven thickness, for example by filling the valleys, because the local reflectance and phase then vary across the surface.

\subsection*{When the chamber hides the error}

So far the surroundings were cold and non-reflecting. In this section the opening through which the pyrometer looks is neglected, so the line of sight, mirrored in the wafer, is taken to end on the chamber wall. In your arrangement, where the reflectometer collects the mirror beam on the same line, it ends on the viewing port instead. If that port is dark, wall radiation reaches the pyrometer only through diffuse reflection and the effects are much smaller; this case is treated at the end of the section. Suppose that a large cold wall of reflectance $R_w$ faces the wafer, and that all reflectances and the emissivity are independent of direction. The radiation then stays isotropic, and each round trip multiplies it by $(1-\varepsilon)R_w$. Summing the geometric series gives the apparent emissivity
\begin{equation}
\varepsilon_a=\varepsilon\sum_{n=0}^{\infty}\left[(1-\varepsilon)R_w\right]^n
=\frac{\varepsilon}{1-(1-\varepsilon)R_w}.
\end{equation}
For $R_w=0.20$ this is $0.60/0.92=0.652$. With 0.70 still entered, the reading is 995.35 K, so less than half of the error remains. It vanishes when $\varepsilon_a=\varepsilon+R_d$, that is, when
\begin{equation}
R_w=\frac{R_d}{(1-\varepsilon)(\varepsilon+R_d)}=\frac{0.10}{0.40\times0.70}=0.357 .
\end{equation}
With a still more reflective wall the pyrometer reads high.

A hot black wall at temperature $T_w$ adds $(1-\varepsilon)B(T_w)$ to the signal. At 700 K it raises the reading by only 0.065 K. The error is masked when this addition equals $R_dB(T)$, or
\begin{equation}
\frac1{T_w}=\frac1T+\frac{\lambda}{c_2}\ln\frac{1-\varepsilon}{R_d},
\qquad T_w=916\ \mathrm{K}.
\end{equation}

In both masked cases the signal is $0.70B(T)$ although the emissivity is 0.60. If you then enter the correct emissivity without accounting for the chamber, the display rises to 1010.28 K. Agreement with a thermocouple at one operating point thus does not prove that the emissivity setting is right.

With a small dark port on the mirrored line of sight, only the diffuse part $R_d$ carries wall radiation to the pyrometer. The cold wall then adds $R_dR_w\varepsilon_aB(T)$, which for $R_w=0.20$ raises the reading by 1.4 K. Masking would need $R_w\varepsilon_a=1$, that is $R_w=1$, so a cold wall cannot make the pyrometer read high. The black wall adds $R_dB(T_w)$, which is worth 2.6 K at 916 K, and it masks the error only at $T_w=T$.

\subsection*{How this compares with a real wafer}

The values 0.60, 0.30 and 0.10 are round model parameters. Bare silicon, with a refractive index of roughly 3.6 at this wavelength and room temperature, reflects about $(2.6/4.6)^2\approx0.32$ (an index of 3.8 would give 0.34), so a total of 0.40 is on the high side for bare silicon, and a single transparent film of lower index, such as an oxide, would not raise it; the facet reflectance of 0.5 in the groove model is well above the bare value. A roughness of 40 nm is far from a polished growth surface, where the rms height is of order 1 nm or less and \eqref{eq:rough} makes the missed part negligible. It is relevant to etched or unpolished back sides and to rough layers. Opacity is a good assumption for silicon here: even with a rough room-temperature absorption coefficient of 150 cm$^{-1}$, a 725 $\mu$m wafer passes about $2\times10^{-5}$ of the light in a single pass, and absorption grows on heating. Transparent substrates such as sapphire break this assumption, since transmission must then also be subtracted and the heater may shine through. A filter passing 940 to 960 nm, with constant emissivity and a blackbody calibration in the same band, changes the reading by only 0.003 K. Radiation from the chamber can matter much more than the filter width: in the models above, a cold wall of reflectance 0.20 moves the reading by about 5 K, and a black wall at 916 K moves it by about 10 K, when the mirrored line of sight ends on the wall; with a dark port there, the shifts are about 1.4 K and 2.6 K.

\section*{Computed values}
\begin{verbatim}
Wavelength: 950 nm
True temperature: 1000 K
Second radiation constant c2: 0.014388 m K
c2/(lambda T): 15.145 (dimensionless)
Flat area fraction: 0.60
Facet reflectance: 0.50
Groove wall slope: 50 degrees
Bounces in groove at normal incidence: 2 to 2
Exit angle from normal: 20.0 degrees
Specular reflectance: 0.300
Diffuse reflectance: 0.100
True emissivity from incident light: 0.600
Emissivity from traced emission: 0.5999
Groove emissivity from traced emission: 0.7497
Emissivity assumed from specular part: 0.700
ln(assumed/true emissivity): 0.15415
lambda/c2: 6.60283e-05 1/K
Reading, full Planck law: 989.924 K
Reading, Wien formula: 989.924 K
Planck minus Wien reading: 2.4e-06 K
Reading error: -10.08 K
Linear estimate of error: -11.00 K
Traced emission, specular correction: 989.91 K
Traced emission, full correction: 999.99 K
True temperature if reading held at 1000 K: 1010.28 K
Error for missed diffuse reflectance 0.02: -2.16 K
Error for missed diffuse reflectance 0.05: -5.26 K
Error for missed diffuse reflectance 0.10: -10.08 K
Error for missed diffuse reflectance 0.20: -18.64 K
Specular share of reflected light: 0.750
Rms roughness giving this share: 40.5 nm
Specular share of simulated rough surface: 0.7500
Filter band: 940 to 960 nm
Reading with filter band: 989.921 K
Collection cone half-angle: 10 degrees
Lambertian scatter caught by cone: 0.0302 (fraction)
Reading with this cone: 990.20 K
Cold wall reflectance: 0.20
Apparent emissivity with this wall: 0.6522
Reading with this wall: 995.35 K
Cold wall reflectance that masks error: 0.357
Black wall temperature: 700 K
Reading change from wall emission: 0.065 K
Black wall temperature that masks error: 916.1 K
Silicon absorption, rough, room temp.: 150 1/cm
Wafer thickness: 725 um
Single-pass internal transmission: 1.9e-05
\end{verbatim}
